# The Arrhenius slope of Cabrera-Mott oxidation at fixed thickness

In the example below, an oxide film 2 nm thick grows 487 times faster at 350 K than at 300 K. Its ions must cross a bare injection barrier of 1.6 eV, and an Arrhenius factor with that energy would give a ratio of 6916. The missing factor of 14 comes from the electric field, although the voltage and the thickness are the same at both temperatures.

## The counter-example

A thin oxide on a metal carries a voltage $V$ that pulls positive metal ions from the metal into the oxide. With no space charge, the field in a film of thickness $X$ is $F=V/X$. An ion of charge $q$ starts in a potential minimum at the metal surface and must pass a saddle at distance $a$. Here $a$ is half the full jump length $2a$. Let $W$ be the barrier without field, measured from minimum to saddle.

The field adds the potential energy $-qFx$, with $x$ measured along the jump. If minimum and saddle stay in place, the saddle drops by $qaF$ relative to the minimum, and the barrier becomes $W-qaF$. The second half of the jump lies beyond the saddle and has no influence on the forward barrier.

Let there be $N$ starting sites per area, let each ion attempt the jump $\nu$ times per second, and let each transferred ion add an oxide volume $\Omega$. Neglecting reverse jumps, the growth rate is

$$r=\frac{dX}{dt}=N\Omega\nu\,\exp\!\left[-\frac{W-qaV/X}{kT}\right]. \tag{1}$$

This is the high-field Cabrera-Mott law. The example takes $q=3e$, $W=1.6$ eV, $a=0.2$ nm, $V=1.6$ V and $X=2$ nm. The field is $1.6\ \text{V}/2\ \text{nm}=8$ MV/cm, and the lowering is

$$\frac{qaV}{X}=\frac{3\times0.2\times1.6}{2}\ \text{eV}=0.48\ \text{eV}.$$

The exponent therefore contains $1.60-0.48=1.12$ eV. An experimenter who knows only the two rates finds the slope from their ratio:

$$\frac{k\ln 487.4}{1/300\,\text{K}-1/350\,\text{K}}=1.12\ \text{eV}\quad(108\ \text{kJ/mol}).$$

The result is not 1.6 eV. Using $W$ as the slope overstates the acceleration by

$$\exp\!\left[\frac{0.48\ \text{eV}}{k}\left(\frac1{300\,\text{K}}-\frac1{350\,\text{K}}\right)\right]=14.2 .$$

The faulty argument splits (1) into $e^{-W/kT}$ and a field factor $e^{qaV/(XkT)}$, and then treats the second as a constant prefactor because $V$ and $X$ are constant. But the field factor contains $T$. A constant voltage gives a constant energy lowering, and that energy is divided by $kT$ just as $W$ is.

"Fixed thickness" refers to the instantaneous growth rates of films as each passes through the same $X$. The films need not stop there.

## The general statement and its proof

Define the slope at fixed thickness, with $\beta=1/kT$, as

$$E_X=-\left(\frac{\partial\ln r}{\partial\beta}\right)_X .$$

Let (1) hold, with $N,\Omega,\nu,W,q$ and $a$ independent of temperature, while $V$ may vary. Then

$$E_X=W-\frac{qa}{X}\left(V-T\frac{dV}{dT}\right), \tag{2}$$

and for a temperature-independent voltage

$$E_X=W-\frac{qaV}{X}. \tag{3}$$

For the proof, take the logarithm of (1):

$$\ln r=\ln(N\Omega\nu)-\beta W+\frac{qa}{X}\,\beta V .$$

Differentiating at fixed $X$ and changing the sign gives

$$E_X=W-\frac{qa}{X}\left(V+\beta\frac{dV}{d\beta}\right).$$

Since $T=1/(k\beta)$, we have $dT/d\beta=-T/\beta$, so $\beta\,dV/d\beta=-T\,dV/dT$. This gives (2), and $dV/dT=0$ gives (3).

## When the voltage drifts

Suppose that $V=V_{\rm e}+cT$ over the range of measurement. Then $V-T\,dV/dT=V_{\rm e}$: the slope contains the voltage extrapolated linearly to $T=0$, not the voltage present during the measurement. The remaining part of the exponent is

$$\frac{qa}{X}\,\frac{cT}{kT}=\frac{qac}{kX},$$

which does not depend on temperature and so multiplies the fitted prefactor.

If the voltage is set by oxygen binding at the outer surface, the entropy lost by the gas makes $V$ fall on heating. Take $c=-0.5$ mV/K as a rough size, with $V=1.6$ V at 300 K. Then $V_{\rm e}=1.75$ V, and

$$E_X=1.6-0.3\times1.75=1.075\ \text{eV},$$

where $0.3=3\times0.2/2$. The fitted prefactor is multiplied by 0.175. A falling voltage thus lowers the slope further.

The opposite special case is $V\propto T$. Then $V-T\,dV/dT=0$ and (2) returns $E_X=W$. Here the field factor really is constant, and the argument rejected above becomes correct within the linear law.

## Why the half jump enters, and where linearity ends

Equation (1) assumed a rigid minimum and saddle. A smooth barrier tests this assumption. Take

$$U(x)=\frac W2\left[1-\cos\frac{\pi x}{a}\right]-qFx .$$

Without field the minimum is at $x=0$, the saddle at $x=a$ and the next minimum at $2a$. In classical transition-state theory, the jump rate is the probability density at the saddle times the mean forward velocity. For an ion of mass $m$, the Maxwell distribution gives

$$\int_0^\infty v\sqrt{\frac{m}{2\pi kT}}\,e^{-mv^2/2kT}dv=\sqrt{\frac{kT}{2\pi m}},$$

so that the jump rate is

$$\Gamma=\sqrt{\frac{kT}{2\pi m}}\;\frac{e^{-\beta U_{\rm s}}}{\int_{\rm well}e^{-\beta U}dx}. \tag{4}$$

Here $U_{\rm s}$ is the saddle energy. Differentiate the three factors in turn. The square root varies as $\beta^{-1/2}$ and contributes $kT/2$ to the slope, the exponential contributes $U_{\rm s}$, and the integral contributes minus the mean potential energy $\langle U\rangle$:

$$-\frac{\partial\ln\Gamma}{\partial\beta}=U_{\rm s}-\langle U\rangle+\frac{kT}{2}.$$

In a nearly harmonic well $\langle U\rangle\approx U_{\rm min}+kT/2$. The slope is then the barrier $\Delta U=U_{\rm s}-U_{\rm min}$.

The same approximation gives the attempt frequency. With curvature $\kappa_0=\pi^2W/2a^2$ at the minimum, the well integral is $\sqrt{2\pi kT/\kappa_0}$, and (4) becomes $\nu e^{-\beta W}$ at zero field, with $\nu=\sqrt{\kappa_0/m}/2\pi$. For an ion of 27 u this is $4.2\times10^{12}$ s$^{-1}$.

The stationary points in the field follow from $U'(x)=0$:

$$\sin\frac{\pi x}{a}=s,\qquad s=\frac{2qaF}{\pi W}.$$

The minimum has the phase $\pi x/a=\arcsin s$, and the saddle has $\pi-\arcsin s$. Their cosines are $\pm\sqrt{1-s^2}$, and their distance is

$$a_F=a\left(1-\frac2\pi\arcsin s\right).$$

The cosine part of $U$ rises by $W\sqrt{1-s^2}$ between them, and the field part falls by $qFa_F$. Using $2qaF/\pi=Ws$,

$$\Delta U=W\left[\sqrt{1-s^2}+s\arcsin s\right]-qaF. \tag{5}$$

For small $s$ the bracket is $1-s^2/2+s^2=1+s^2/2$, so

$$\Delta U\approx W-qaF+\frac{2(qaF)^2}{\pi^2W}. \tag{6}$$

The linear term contains $a$, not $2a$. Quadrature of (4), comparing zero voltage with 0.02 V across 2 nm, gives 0.1998 nm for the length that multiplies $qF$ in the slope. The full jump would have given 0.4 nm.

At the working field $s=0.191$, and the last term of (6) is 0.029 eV. The linear slope of 1.12 eV becomes 1.149 eV, both from (5) and from the numerical temperature derivative of (4). The correction is positive because the minimum and the saddle move towards each other: $a_F$ is 0.176 nm instead of 0.2 nm. The rate ratio between 350 and 300 K rises from 487 to about 570, still far below 6916.

## Fixed time is a different experiment

Suppose instead that films start at the same thickness $X_{\rm i}$ and their rates are compared after the same time $t$. The hotter film is then thicker and has a weaker field. For constant $V$, write $E(x)=W-qaV/x$. The growth time is

$$t=\int_{X_{\rm i}}^{X}\frac{dx}{r(x)} .$$

Because $1/r(x)\propto e^{\beta E(x)}$, its derivative with respect to $\beta$ at fixed $x$ is $E(x)/r(x)$. Holding $t$ fixed therefore requires

$$0=\frac{1}{r(X)}\frac{dX}{d\beta}+\int_{X_{\rm i}}^{X}\frac{E(x)}{r(x)}dx .$$

The slope at fixed time, $E_t$, also contains the change of $r$ with thickness, $\partial\ln r/\partial X=-\beta qaV/X^2$. Hence

$$E_t=E_X+\frac{\beta qaV}{X^2}\frac{dX}{d\beta}
=E_X-\frac{qaV}{kTX^2}\,r(X)\int_{X_{\rm i}}^{X}\frac{E(x)}{r(x)}dx. \tag{7}$$

With $X_{\rm i}=1$ nm, the example reaches 2 nm at 300 K after 7.6 days. After the same time at 320 K the film is 2.32 nm thick. The slope at fixed time is 0.126 eV, about one ninth of $E_X$. The starting field of 16 MV/cm exceeds the rough breakdown field of 10 MV/cm used below, so the earliest growth is only formal. It hardly affects the result, because at 300 K the film spends less than 1% of the time below 1.6 nm, where the field is above that value.

The reason is visible near the end of the growth. There $1/x\approx1/X+(X-x)/X^2$, so $1/r$ decays backwards from $X$ over the length $kTX^2/qaV$, which is 0.11 nm here. Most of the time is spent in this last layer, and

$$t\approx\frac{kTX^2}{qaV\,r(X)},\qquad r(X)\approx\frac{kTX^2}{qaV\,t}.$$

In the example the first expression is 10% above the exact time, and the second gives a slope of 0.133 eV instead of 0.126 eV. At fixed $t$ the second expression has no explicit Arrhenius factor. Temperature enters through $T$ and through the slow change of $X$. A small slope at fixed time is therefore no evidence for a small injection barrier.

## Recovering the bare barrier

Let the voltage be independent of temperature, so that (3) holds. If $q$, $a$ and $V$ are known, one slope gives $W=E_X+qaV/X$ in the linear law. If they are unknown, slopes at several thicknesses can be plotted against $1/X$, provided that $V$ is the same for all of them. The intercept at $1/X=0$ is $W$, and the gradient is $-qaV$.

For the smooth barrier, the slope rises from 1.103 eV at 1.8 nm to 1.248 eV at 2.6 nm. A straight line through five such values gives $W=1.574$ eV and $qaV=0.85$ eV nm, against inputs of 1.6 eV and 0.96 eV nm. The product is 11.5% too low relative to its input because the line senses the shortened distance $a_F$. By (6) the leading curvature is quadratic in $1/X$. A quadratic fit returns 1.600 eV and 0.961 eV nm. These are noise-free slopes. With independent random errors of 0.01 eV in each of the five slopes, the standard error of $W$ is about 0.03 eV for the straight line but 0.3 eV for the quadratic. Over this narrow range of thickness, the quadratic fit therefore needs far more precise slopes.

## Limits of the high-field law

In a very thick film the lowering vanishes and the slope of the forward rate tends to $W$. The net rate behaves differently, because reverse jumps then matter. For equivalent sites the forward and reverse barriers are $W-qaF$ and $W+qaF$, so the net rate is proportional to $e^{-\beta W}\sinh(\beta qaF)$. At constant field its slope is

$$W-qaF\coth(\beta qaF).$$

For $qaF\gg kT$ this returns (3). For $qaF\ll kT$, $\coth y\approx1/y$ gives $W-kT$. The crossover $qaF=kT$ lies near 37 nm at 300 K if $V$ remains 1.6 V. At 2 nm the ratio of reverse to forward jumps is $e^{-2qaF/kT}\approx7\times10^{-17}$, and reverse jumps can be neglected for such sites.

In the other direction, the linear barrier vanishes at $X=qaV/W=0.6$ nm. This marks a failure of the linear law, not of thermal activation: the smooth barrier (5) is still 0.34 eV there, or 13 $kT$ at 300 K. It vanishes at $s=1$, which means $X=2qaV/(\pi W)=0.38$ nm, and thermally activated injection ceases to be a valid picture somewhat above that thickness, when the barrier is only a few $kT$. Such fields are in any case far above the breakdown field quoted below.

## The model beside a real oxide

The parameters are rough values in the regime of the native oxide on aluminium near room temperature. With $N=10$ nm$^{-2}$ and $\Omega=0.023$ nm$^3$, equation (1) gives 0.013 nm per day at 2 nm and 300 K. Such slow growth fits the familiar fact that this oxide stays a few nanometres thick. The absolute rate is much less certain than the slope, since an error of 0.06 eV in the barrier changes it about tenfold. The field is 0.8 of a rough breakdown field of 10 MV/cm, so there is little margin.

To maintain the voltage, electrons must carry charge across the film at the same rate as the ions do. Treat the oxide as a rectangular barrier of effective height 2 eV with the free-electron mass $m_e$, so that $\kappa=\sqrt{2m_e(2\ \text{eV})}/\hbar$. An electron with transverse wavevector $g$ decays as $e^{-pX}$, where $p=\sqrt{\kappa^2+g^2}$. Each transverse state contributes roughly $(2e^2/h)e^{-2pX}$, spin included, where a factor of order one from matching the waves at the interfaces is omitted. With $g\,dg=p\,dp$, the conductance per area is

$$G=\frac{e^2}{\pi h}\int_\kappa^\infty p\,e^{-2pX}dp
=\frac{e^2}{\pi h}e^{-2\kappa X}\left(\frac{\kappa}{2X}+\frac1{4X^2}\right).$$

This is 6 S/m$^2$ at 2 nm. The ionic current $qr/\Omega$ is $3.1\times10^{-6}$ A/m$^2$, so driving the matching electron current costs about $5\times10^{-7}$ V. At 2.6 nm the loss is still only $6\times10^{-5}$ V. Both losses are for 300 K. On heating, the ionic current rises steeply while the tunnel conductance in this estimate stays the same. At 350 K the loss is $2.5\times10^{-4}$ V at 2 nm, but about 0.04 V at 2.6 nm, where its temperature dependence lowers the linear-law slope from 1.23 to 0.96 eV. Thermal smearing of the electron distribution, left out here, raises the conductance slightly on heating and would give about 0.99 eV. For this assumed barrier, electron supply therefore leaves the 2 nm example practically undisturbed, but it can matter in thicker and hotter films. The conclusion depends strongly on the barrier height and on the tunnelling mass. With 3 eV instead of 2 eV, the loss at 2 nm and 350 K would already be 0.07 V, and the slope there would fall to 0.67 eV. With a mass of $0.4\,m_e$, even for a barrier tilted by the voltage from 2 to 3.6 eV, the loss at 2.6 nm and 350 K would be only about $5\times10^{-6}$ V. Quantum motion of the ion, treated harmonically at the minimum and the saddle, shifts the slope by about $-2$ meV.

The model takes the injection of metal ions as the rate-limiting step, whereas in amorphous alumina oxygen ions also carry part of the growth. Two further assumptions that may fail in a real film are the constant voltage and the uniform field. The drift considered above moves the slope from 1.12 to 1.075 eV. Space charge makes the field at the metal surface differ from $V/X$, and in the linear law each 1 MV/cm of difference moves the slope by $3\times0.2\times0.1=0.06$ eV. Its actual size depends on ion transport inside the film, which this model does not describe, and the same holds for the atomic structure of the interface. The numerical output below lists the parameters and the main results.

## Computed results

```
ionic charge: 3 e
bare barrier W: 1.600 eV
half-jump length a: 0.200 nm
voltage V: 1.600 V; thickness X: 2.00 nm
temperature: 300 K; kT: 0.02585 eV
ion mass: 27 u
sites: 10 per nm^2; oxide per ion: 0.023 nm^3
attempt frequency: 4.227e+12 1/s
growth prefactor: 9.722e+11 nm/s
field: 8.00 MV/cm
lowering q a V/X: 0.4800 eV
slope, linear law: 1.1200 eV = 108.1 kJ/mol
slope, smooth barrier by quadrature: 1.1492 eV
slope at zero field by quadrature: 1.5999 eV
smooth barrier height in field: 1.1493 eV
tilt parameter s: 0.1910
leading shape correction: 0.0292 eV
half jump from weak-field slope: 0.1998 nm
minimum-to-saddle distance in field: 0.1755 nm
growth rate at X, T: 1.488e-07 nm/s = 0.0129 nm/day
rate ratio 350 K/300 K, linear law: 487.4
same ratio, smooth barrier: 572.5
same ratio if slope were W: 6915.6
overstatement by using W: 14.19 times
voltage drift: -0.50 mV/K
voltage extrapolated to 0 K: 1.750 V
slope with drift: 1.0750 eV
prefactor multiplied by drift: 0.1754
slope for V proportional to T, linear law: 1.6000 eV
same, smooth barrier: 1.5699 eV
starting thickness for fixed time: 1.00 nm
time to reach X: 6.564e+05 s = 7.60 days
thickness at that time, 320 K: 2.3154 nm
slope at fixed time: 0.1258 eV
smooth-barrier slope at 1.8 nm: 1.1027 eV
smooth-barrier slope at 2.0 nm: 1.1492 eV
smooth-barrier slope at 2.2 nm: 1.1877 eV
smooth-barrier slope at 2.4 nm: 1.2202 eV
smooth-barrier slope at 2.6 nm: 1.2480 eV
W from straight line in 1/X: 1.5743 eV
q a V from straight line: 0.8496 eV nm
W from quadratic in 1/X: 1.6001 eV
q a V from quadratic: 0.9612 eV nm
q a V input: 0.9600 eV nm
reverse/forward jump ratio: 7.46e-17
quantum shift of slope: -1.93 meV
electron barrier assumed: 2.0 eV
ionic current: 3.11e-06 A/m^2
tunnel conductance: 5.99e+00 S/m^2
voltage loss at 2.0 nm: 5.19e-07 V
voltage loss at 2.6 nm: 5.59e-05 V
rough breakdown field: 10 MV/cm
field/breakdown field: 0.80
```
